Dose Power Law for Vertical Resist Development and Its Limits

**The form fixed by dimensions**

A positive resist becomes more soluble where it has been exposed. Suppose that its surface recedes at a speed

R = K D^γ

where D is the exposure dose, γ is a dimensionless exponent and K is a constant for a given resist, developer and temperature. Let the film be equally exposed at all depths and over a wide area, and let development begin at time t = 0 from a flat surface. The cleared depth h is the distance the surface has moved down.

Treat dose as having its own dimension, independent of length and time. Then K has the dimension length × time⁻¹ × dose^(-γ). Before the developer reaches the substrate, no length in the problem affects the motion, so h must be built from K, D and t:

h = C K^a D^b t^c

with a dimensionless C. Matching length gives a = 1. Matching time gives 0 = -a + c, so c = 1. Matching dose gives 0 = -γa + b, so b = γ. Hence

h = C K D^γ t.

At fixed time the depth is proportional to D^γ. The argument leaves C open, and it rests on the absence of any other length. If the exposure decays with depth over a length 1/α, the group αK D^γ t is dimensionless, C may depend on it, and the power law is no longer guaranteed. The two derivations below find C and show what happens when such a length is present.

**Conventions**

It is convenient to replace K by a rate R0 measured at a reference dose D0, so that K = R0/D0^γ. Depth z is measured downward from the original surface. The local exposure, written as an equivalent dose, is

E(z) = D f(z), with f(0) = 1.

Here D is the applied dose and f is a depth profile that does not change with D. The local dissolution rate is

R(z) = R0 (E/D0)^γ = R0 (D/D0)^γ f(z)^γ.

The rate depends on the exposure at the point being dissolved, with no delay before dissolution begins. The exponent γ is positive and the film thickness is H.

**First derivation: following the surface**

Assume that the surface moves straight down. Its speed is the rate at the depth it has reached:

dh/dt = R0 (D/D0)^γ f(h)^γ, with h(0) = 0.

Divide by f(h)^γ and integrate from the start of development to time t:

∫₀^h f(z)^(-γ) dz = R0 t (D/D0)^γ.

Call the left side F(h) and the right side s:

F(h) = s, s = R0 t (D/D0)^γ.

Both are lengths. The quantity s is the depth that would be cleared if the whole film had the exposure of its top surface. For uniform exposure f = 1, so F(h) = h and

h = R0 t (D/D0)^γ.

This fixes C = 1. Once s exceeds H there is no more resist to remove, and the depth stays at H.

If R0 drifts during development, for instance because the bath warms, the same integration replaces R0 t by ∫₀^t R0(t′) dt′. This integral is the same for all doses if the drift is common to them. For exposure uniform in depth, the prefactor changes and the exponent does not. If the exposure varies with depth, the drift also changes the depth reached, and the local exponent can change with it.

The result can also be read at fixed depth. Setting h constant gives t ∝ D^(-γ), so a larger dose may be traded for a shorter development time as long as D^γ t is kept the same.

**Second derivation: the earliest arrival of the developer**

The second route does not assume a direction of motion. It asks when the developer first reaches a given point.

From any point already reached, the attack spreads through the resist at the local speed R, equally in all directions. It crosses a short distance ds in a time ds/R. Along a chosen path from the original surface to a point P, the attack therefore needs the time ∫ ds/R. The point dissolves when the fastest attack arrives:

T(P) = minimum over paths of ∫ ds/R.

Let the exposure depend on depth alone. A path from the surface to depth h must cross every intermediate depth at least once. An element of path is never shorter than its vertical part, so ds ≥ |dz|. Therefore, for every path,

∫ ds/R ≥ ∫₀^h dz/R(z).

The straight vertical path has ds = dz and reaches the lower bound. It is thus a fastest path, and

T(h) = ∫₀^h dz/R(z) = F(h) / [R0 (D/D0)^γ].

Setting T(h) = t gives F(h) = s, as before. With f = 1 this is h = R0 t (D/D0)^γ.

**What each derivation assumes**

Both derivations use a rate fixed by local exposure, a sharp surface and immediate access of fresh developer to that surface. They differ in their treatment of direction and time.

The first takes vertical motion as given. In return, it needs no statement about how the attack spreads sideways, and it adapts easily to a rate that changes with time: one integrates a different speed. It cannot say when vertical motion is justified.

The second assumes that dissolution is isotropic, and in the form above that the rate is steady. Vertical motion then follows from lateral uniformity. The method also tells us something when the dose varies sideways. Let the exposure be uniform in depth but let R depend on the lateral position x. The vertical path to depth z is still allowed and takes z/R(x), so the earliest arrival cannot be later:

T(x,z) ≤ z/R(x), and hence h(x,t) ≥ R(x) t.

The vertical formula is a lower bound on the depth, because faster neighbouring regions can undercut slower ones. At the place of largest dose no path can be faster than R_max allows, so T ≥ z/R_max. The two bounds meet there, and h = R_max t.

The size of the lateral effect follows from the geometry of the surface. Let its slope be h_x = ∂h/∂x. A surface moving along its normal at speed R moves vertically, at fixed x, at R divided by the cosine of the tilt angle. Since the tangent of that angle is h_x,

∂h/∂t = R √(1 + h_x²).

At early times h ≈ R t, so h_x ≈ R′ t, where R′ = dR/dx. Expanding the root for small slope gives

∂h/∂t ≈ R + R R′² t²/2.

Integration over time gives

h ≈ R t + R R′² t³/6 = R t [1 + (R′ t)²/6].

To leading order the relative correction is h_x²/6. This expansion requires a smooth dose profile and early times; it does not describe an abrupt pattern edge.

**When the exponent is not γ**

For exposure that varies with depth, the dose dependence is found by differentiating F(h) = s with respect to ln D at fixed time. On the right, s ∝ D^γ gives ds/d ln D = γs = γF(h). On the left, the chain rule gives F′(h) dh/d ln D. Dividing by h F′(h),

d ln h/d ln D = γ F(h)/[h F′(h)].

This local exponent has a direct meaning. The function f^(-γ) is proportional to the time needed to dissolve a unit thickness. F(h)/h is its average over the cleared layer, and F′(h) = f(h)^(-γ) is its value at the present surface. The exponent falls below γ when the surface has reached resist that dissolves more slowly than this average implies, and rises above γ in the opposite case.

For the exponent to equal γ at every depth, we need h F′(h) = F(h). Then

d(F/h)/dh = (h F′ - F)/h² = 0,

so F is a constant times h. Since F′(0) = f(0)^(-γ) = 1, that constant is 1 and f = 1 throughout. Within this separable model, uniform exposure in depth is therefore necessary as well as sufficient for the power law at all depths.

**A second case: absorption in the film**

Let the exposure decay as f(z) = exp(-αz). Then f^(-γ) = exp(αγz), and

F(h) = [exp(αγh) - 1]/(αγ).

Setting this equal to s, adding 1 after multiplication by αγ, and taking the logarithm gives

h = ln(1 + αγs)/(αγ).

For αγs ≪ 1, the expansion ln(1 + u) ≈ u - u²/2 gives

h ≈ s - αγs²/2.

The power law returns, with a first relative correction of -αγs/2. Weak absorption across the film, αH ≪ 1, is not quite enough: the exponent γ multiplies the effect.

For αγs ≫ 1, the 1 in the logarithm may be dropped:

h ≈ [ln(αγR0 t) + γ ln(D/D0)]/(αγ).

Each unit of ln D now adds a depth 1/α, whatever the value of γ. A more strongly dose-dependent rate responds more to added dose, but it also suffers more from the loss of exposure with depth. In this limit the two effects cancel in the added depth. A film of finite thickness reaches the limit before clearing only if αγH ≫ 1; at depth h the added depth per unit of ln D is [1 - exp(-αγh)]/α.

Between the limits, F′(h) = exp(αγh), and the general formula gives

d ln h/d ln D = [1 - exp(-αγh)]/(αh).

The same expressions hold for negative α, which describes exposure increasing with depth. The logarithm then requires |α|γs < 1. A finite film clears before this limit, because F(H) = [1 - exp(-|α|γH)]/(|α|γ) is smaller than 1/(|α|γ).

**Clearing dose and film contrast**

The film just clears when F(H) = R0 t (Dc/D0)^γ. Solving for the clearing dose,

Dc = D0 [F(H)/(R0 t)]^(1/γ).

For uniform exposure F(H) = H, and the remaining fraction of the film for D ≤ Dc is

1 - h/H = 1 - (D/Dc)^γ.

Its slope against ln D is -γ(D/Dc)^γ, which becomes -γ at clearing. Since ln D = (ln 10) log₁₀ D, the slope against log₁₀ D has magnitude γ ln 10. If film contrast is defined as this magnitude at clearing, it is larger than the rate exponent by the factor ln 10. With absorption, the local exponent at h = H replaces γ, giving

contrast = (ln 10)[1 - exp(-αγH)]/(αH).

**Worked example: depth steps in PMMA**

Consider a 500 nm film of PMMA on silicon, exposed by 100 keV electrons. Take γ = 3, R0 = 5 nm/s at D0 = 600 µC/cm², and a development time of 60 s. The doses are given to isolated square pads 200 µm wide, and the depth is read at their centres. The reference depth is

R0 t = 5 × 60 = 300 nm.

At 400 µC/cm² the predicted depth is

h = 300 × (400/600)³ = 88.9 nm.

The same calculation gives 173.6 nm at 500, 300 nm at 600 and 476.4 nm at 700 µC/cm². Equal steps of dose give increasingly large steps of depth. The clearing dose is

Dc = 600 × (500/300)^(1/3) = 711 µC/cm².

The film contrast is 3 × ln 10 = 6.91 per decade. A dose error of +1 % changes the depth by 1.01³ - 1 = 3.03 %, at fixed development time.

To see the effect of absorption, give the same film an artificial α = 1 per µm, keeping the surface rate and time fixed. This is not a property of the electron exposure. At 600 µC/cm², αγs = 0.001 × 3 × 300 = 0.9, and

h = ln(1.9)/0.003 = 214 nm

instead of 300 nm. The local exponent is (1 - 1/1.9)/0.214 = 2.21. The clearing dose rises to 942 µC/cm² and the contrast falls to 3.58 per decade.

**How far the real process departs from the model**

The PMMA parameters are round values chosen for illustration. The rate, exponent and clearing dose depend on the polymer, developer and temperature, and must be measured for a particular process. Of the departures estimated below, the largest comes from the assumption that local exposure follows the applied dose alone. Electrons returning from the substrate expose resist many micrometres away, and for a small pad this reduces the predicted depth by a factor of about four, as estimated next.

Let the returning electrons contribute η = 0.6 times the direct exposure at the centre of a wide pad, and let their lateral distribution be a Gaussian, exp(-r²/b²)/(πb²), with b = 30 µm. Both values are rough. If a pad collects a fraction g of the full returning contribution, its exposure relative to a wide pad centre is

(1 + ηg)/(1 + η).

For a square of side w, integrating the Gaussian along each side gives g = [erf(w/2b)]² at the centre. This is practically 1 for the 200 µm pads, so their centres are suitable for calibration. Just inside the middle of an edge, half of the distribution is missing and g ≈ 1/2. The relative exposure is 1.3/1.6 = 0.8125, and the vertical depth is multiplied by 0.8125³ = 0.536. At the centre of a 2 µm pad, g is nearly zero. The exposure factor is 0.6255 and the depth factor is 0.245. A dose of 600 µC/cm² would then clear roughly 70 nm instead of 300 nm. The law still holds in terms of local exposure; the applied dose has ceased to be a common measure of it.

The developer temperature also matters. For a rate proportional to exp(-Ea/kT), with a rough activation energy Ea = 0.5 eV, warming the developer from 295 to 296 K raises all rates by about 7 %. Ea depends on the developer, and the change grows with it: 1 eV would give 14 % and 2.4 eV would give 38 %. For exposure uniform in depth, depths rise by the same fraction unless the film clears first, as it does here at 700 µC/cm². Before clearing, the exponent is then unchanged if Ea does not depend on dose.

The energy lost by the direct beam is close to uniform in depth. The standard relativistic collision stopping formula, taken here as an input, gives an energy loss of 0.473 eV/nm. Over 500 nm this is 236 eV, or 0.24 % of the beam energy. Slower electrons deposit slightly more energy per unit path. Scattering also tilts their paths. A screened Rutherford estimate gives a transport mean free path λ = 124 µm, defined for a thin layer by a mean value of 1 - cos θ equal to z/λ. The value depends on the atomic model: Hartree-Fock form factors give about 130 µm, and about 150 µm if deflection by the atomic electrons is left out. For small angles 1/cos θ ≈ 1 + (1 - cos θ). If this is used for all the scattering, the path per unit depth is longer by about 0.5/124 = 0.4 % at the film bottom. Rare large deflections, for which the expansion fails, can change this figure noticeably. In single scattering the mean of 1/cos θ - 1 grows logarithmically as angles near 90° are admitted, and the figure runs from 0.37 % for cos θ > 0.5 to 0.6 % for cos θ > 0.01. In this small-angle estimate, the two effects together raise the energy lost per unit depth there by 0.55 %.

Using this as the exposure profile assumes that energy is deposited where it is lost. Fast secondary electrons in fact carry part of it away, and near the free surface fewer arrive from above to replace it. The deposited energy is therefore lower near the surface. This variation can be much larger than 0.55 % and is not included here.

The consequence for depth follows by writing f = 1 + qz with small q. Then f^(-γ) ≈ 1 - γqz, so F(h) ≈ h - γqh²/2 = s. To first order, h ≈ s(1 + γqs/2). For the energy-loss profile alone, the resulting increase at 700 µC/cm² is about 0.8 %. This estimate applies the direct-beam profile to the whole exposure. If the returning electrons, which add 0.6 times the direct exposure, were instead uniform in depth, q and the resulting increase would both be smaller by a factor of 1.6. Their actual depth variation is not estimated here.

Two changes to the rate law act at opposite ends of the dose range. Unexposed resist may dissolve at a small rate, taken roughly as 0.02 nm/s. In 60 s this adds 1.2 nm, or a little over 1 % of the depth at 400 µC/cm². This is depth below the original surface. A step measured against unexposed resist is smaller by the same 1.2 nm, and the apparent exponent found below would then be 2.95. At high exposure the rate may approach a ceiling Rc. With R_p for the power-law rate, a simple form is

R = R_p/(1 + R_p/Rc).

At 700 µC/cm², R_p = 7.94 nm/s. An assumed ceiling of 200 nm/s reduces the depth by the factor 1/(1 + 7.94/200), a change of -3.8 %. Both effects lower the exponent: the first adds a depth that does not grow with dose, and the second removes a larger fraction at larger dose. The depth profile of the direct beam acts the other way.

Including these three effects in the surface motion gives 89.6 nm at 400 µC/cm² and 462.8 nm at 700 µC/cm². The apparent exponent between these doses is

ln(462.8/89.6)/ln(700/400) ≈ 2.9.

With these three effects alone, the exponent stays close to 3 at the centres of wide pads. The ceiling is an assumption, however, and a lower one would reduce the exponent further. Energy transport by secondary electrons, swelling and a delay before dissolution begins are left out, so the value 2.9 does not bound the departure in a real process.

Lateral development is much smaller on a gentle dose ramp. Let the local exposure change by 25 µC/cm² per µm at 700 µC/cm². Differentiating h ∝ D^γ gives

|h_x| = γ(h/D)|dD/dx| = 3 × (476.4/700) × 25 = 51 nm/µm,

a dimensionless slope of 0.051. The leading depth correction is 0.051²/6, or 0.043 %. The main inputs and results are listed in the numerical output below.

Numbers as computed

```
Rate exponent gamma: 3.0 (dimensionless)
Reference rate R0: 5.0 nm/s
Reference dose D0: 600 uC/cm2
Development time: 60 s
Film thickness: 500 nm
Cleared depth at 400 uC/cm2: 88.9 nm
Cleared depth at 500 uC/cm2: 173.6 nm
Cleared depth at 600 uC/cm2: 300.0 nm
Cleared depth at 700 uC/cm2: 476.4 nm
Rate at 700 uC/cm2: 7.94 nm/s
Clearing dose: 711.4 uC/cm2
Film contrast: 6.91 per decade
Depth change for +1% dose: 3.03 %
Artificial absorption: 1.0 per um
Absorbing film depth at 600 uC/cm2: 214.0 nm
Absorbing film local exponent there: 2.214
Absorbing film clearing dose: 941.9 uC/cm2
Absorbing film contrast: 3.58 per decade
Beam energy: 100 keV
PMMA density, rough: 1.18 g/cm3
Mean excitation energy, rough: 74 eV
Stopping power: 0.473 eV/nm
Energy loss across film: 236 eV
Transport mean free path: 124.4 um
Primary deposition gain at film bottom: 0.55 %
Resulting depth change at 700 uC/cm2: 0.80 %
Backscatter ratio, rough: 0.6 (dimensionless)
Backscatter range, rough: 30 um
Wide pad side: 200 um
Wide pad centre relative exposure: 1.00000
Wide pad edge relative exposure: 0.8125
Edge vertical-depth factor: 0.536
Small pad side: 2 um
Small pad relative exposure: 0.6255
Small pad depth factor: 0.245
Dark rate, rough: 0.02 nm/s
Dark loss: 1.2 nm
Dark loss relative to 400 uC/cm2 depth: 1.35 %
Rate ceiling, assumed: 200 nm/s
Ceiling depth change at 700 uC/cm2: -3.82 %
Activation energy, rough: 0.5 eV
Developer temperature: 295 K
Depth change for +1 K: 6.9 %
Exposure ramp: 25 uC/cm2 per um
Front slope on ramp at 700 uC/cm2: 0.0510 nm/nm
Lateral depth correction: 0.043 %
Combined-model depth at 400 uC/cm2: 89.6 nm
Combined-model depth at 700 uC/cm2: 462.8 nm
Combined-model apparent exponent: 2.935
```
